# Small-angle scattering by a screened Coulomb potential in the impulse approximation

An ion that enters a solid from a plasma is turned by a succession of encounters with single atoms, most of them at a distance where the nuclear charges are largely screened. One such encounter is treated here. A particle of mass \(m_1\) and speed \(v\) approaches a free particle of mass \(m_2\) at rest. They repel each other through

\[
V(r)=\frac{A\,e^{-r/a}}{r},\qquad A>0,\; a>0,
\]

where \(A\) has the dimension energy times length and \(a\) is the screening length. The impact parameter \(p\) is the distance between the target and the line along which the projectile would travel without the force. The motion is classical, elastic and non-relativistic. With the reduced mass \(\mu=m_1m_2/(m_1+m_2)\), the relative energy is \(E=\tfrac12\mu v^2\). Angles are in radians unless degrees are stated.

## (a) From force to angle

**Question.** The deflection is small. Express the centre-of-mass deflection, to first order in the force, as an integral along a straight line.

**Solution.** The separation vector \(\mathbf r=\mathbf r_1-\mathbf r_2\) obeys \(\mu\ddot{\mathbf r}=\mathbf F\), with a radial force of magnitude \(-V'(r)>0\) directed outward. The relative velocity turns through the same angle as each particle's velocity in the centre-of-mass frame, so a one-body problem remains.

The impulse approximation evaluates the force on the undisturbed path, which has constant transverse coordinate \(p\) and longitudinal coordinate \(z=vt\):

\[
r=\sqrt{p^2+z^2}.
\]

The longitudinal force is \(-V'(r)\,z/r\). It is odd in \(z\), so its impulse vanishes. The transverse force is \(-V'(r)\,p/r\), which is even. With \(dt=dz/v\), the momentum gained is

\[
\Delta P=\frac1v\int_{-\infty}^{\infty}\left[-V'(r)\right]\frac pr\,dz .
\]

The initial relative momentum is \(\mu v\). The tangent of the deflection is \(\Delta P/(\mu v)\) at this order, and for a small angle the tangent equals the angle. Since \(\mu v^2=2E\),

\[
\theta_1=\frac{\Delta P}{\mu v}=\frac{1}{2E}\int_{-\infty}^{\infty}\left[-V'(r)\right]\frac pr\,dz. \tag{1}
\]

The subscript marks the first order in \(V/E\).

## (b) The integral for the screened potential

**Question.** Evaluate (1) in closed form for the given \(V\).

**Solution.** At fixed \(z\), \(\partial r/\partial p=p/r\), so \(V'(r)\,p/r=\partial V/\partial p\). The integrals converge uniformly for \(p\) above any positive bound, and the derivative may be taken outside:

\[
\theta_1=-\frac{1}{2E}\frac{d}{dp}\int_{-\infty}^{\infty}V\!\left(\sqrt{p^2+z^2}\right)dz. \tag{2}
\]

Put \(z=p\sinh t\). Then \(r=p\cosh t\) and \(dz=p\cosh t\,dt=r\,dt\), which cancels the factor \(1/r\) in \(V\). The integrand is even in \(t\), so

\[
\int_{-\infty}^{\infty}V\,dz=2A\int_0^\infty e^{-(p/a)\cosh t}\,dt=2A\,K_0(p/a).
\]

The last step uses the integral representation of the modified Bessel function \(K_0\). Differentiating that representation gives

\[
-K_0'(x)=\int_0^\infty\cosh t\;e^{-x\cosh t}\,dt=K_1(x). \tag{3}
\]

The chain rule supplies a factor \(1/a\), so that \(\frac{d}{dp}\,2AK_0(p/a)=-\frac{2A}{a}K_1(p/a)\). The two minus signs cancel, and so do the factors of two:

\[
\boxed{\;\theta_1=\frac{A}{aE}\,K_1\!\left(\frac pa\right)\;} \tag{4}
\]

The factor 2 from the two halves of the path cancels the 2 in \(\mu v^2=2E\). The energy here is the relative energy, not the laboratory energy of the projectile.

## (c) Near and distant encounters

**Question.** Find the forms of (4) for \(p\ll a\) and \(p\gg a\), and interpret them.

**Solution.** In (3) put \(u=\sinh t\), so \(du=\cosh t\,dt\):

\[
K_1(x)=\int_0^\infty e^{-x\sqrt{1+u^2}}\,du .
\]

For small \(x\), put \(w=xu\). The integral becomes \(x^{-1}\int_0^\infty e^{-\sqrt{x^2+w^2}}dw\), which tends to \(x^{-1}\int_0^\infty e^{-w}dw=1/x\). Hence

\[
\theta_1\simeq\frac{A}{pE}\qquad(p\ll a).
\]

The screening length has dropped out. This is the small-angle form of the Rutherford law \(\tan(\theta/2)=A/(2pE)\) for \(V=A/r\).

For large \(x\), small \(u\) dominates and \(\sqrt{1+u^2}\simeq1+u^2/2\). The Gaussian integral gives \(K_1(x)\simeq\sqrt{\pi/(2x)}\,e^{-x}\), and

\[
\theta_1\simeq\frac{A}{aE}\sqrt{\frac{\pi a}{2p}}\;e^{-p/a}\qquad(p\gg a). \tag{5}
\]

Because \(z=pu\), the force along the path falls off as \(e^{-z^2/(2pa)}\). The effective path length is therefore of order \(\sqrt{pa}\), shorter than \(p\). In the Coulomb case it is of order \(p\) itself.

## (d) The size of the first error

**Question.** Start from the exact classical deflection and find the term of next order in \(1/E\). When is (4) accurate?

**Solution.** Angular momentum gives \(\dot\varphi=vp/r^2\) for the polar angle \(\varphi\). Energy conservation gives \(|\dot r|=v\sqrt{1-V/E-p^2/r^2}\). An undeflected orbit sweeps the angle \(\pi\), and repulsion reduces the sweep by \(\theta\). With \(r_0\) the distance of closest approach,

\[
\theta=\pi-2p\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-V/E-p^2/r^2}} .
\]

Define \(n(r)=\sqrt{1-V(r)/E}\) and \(s=rn\). The denominator becomes \(r\sqrt{s^2-p^2}\), and the lower limit becomes \(s=p\).

To use \(s\) as the variable, it must increase with \(r\). Here

\[
\frac{d(s^2)}{dr}=2r-\frac AE\left(1-\frac ra\right)e^{-r/a}.
\]

For \(r\ge a\) the subtracted term is not positive, so the derivative is positive. For \(r<a\) the subtracted term is less than \((A/E)e^{-r/a}\). That is less than \(r\) wherever \(V<E\), as holds on the whole orbit, so the derivative exceeds \(r\).

From \(\ln r=\ln s-\ln n\) it follows that \(dr/r=ds/s-d\ln n\). The first part gives, with \(s=p/\cos\alpha\),

\[
2p\int_p^\infty\frac{ds}{s\sqrt{s^2-p^2}}=2\int_0^{\pi/2}d\alpha=\pi ,
\]

which cancels the leading \(\pi\). What is left is still exact:

\[
\theta=2p\int_p^\infty\frac{d\ln n}{ds}\,\frac{ds}{\sqrt{s^2-p^2}} . \tag{6}
\]

Now expand \(\ln n=\tfrac12\ln(1-V/E)\):

\[
\ln n=-\frac{V(r)}{2E}-\frac{V(r)^2}{4E^2}+\dots
\]

The potential is needed at \(r=s/n\simeq s[1+V(s)/(2E)]\), so \(V(r)\simeq V(s)+sV(s)V'(s)/(2E)\). With all functions taken at \(s\),

\[
\ln n=-\frac{V}{2E}-\frac{V^2+sVV'}{4E^2}+\dots
=-\frac{V}{2E}-\frac{1}{8E^2s}\frac{d(s^2V^2)}{ds}+\dots
\]

The first term in (6) gives \(-(p/E)\int_p^\infty V'(s)\,ds/\sqrt{s^2-p^2}\). With \(s^2=p^2+z^2\) and \(ds/\sqrt{s^2-p^2}=dz/s\), this is (1), so the impulse approximation is the leading term of the exact result.

For the second term, \(s^2V^2=A^2e^{-2s/a}\), whose derivative is \(-(2A^2/a)e^{-2s/a}\). The contribution to \(\ln n\) is

\[
+\frac{A^2}{4aE^2}\,\frac{e^{-2s/a}}{s}=-\frac{1}{2E}\left[-\frac{A^2}{2aE}\,\frac{e^{-2s/a}}{s}\right].
\]

It has the form of the first term, with strength \(-A^2/(2aE)\) in place of \(A\) and range \(a/2\) in place of \(a\). Equation (4) with these replacements gives

\[
\theta_2=-\frac{A^2}{2aE}\,\frac{2}{aE}\,K_1\!\left(\frac{2p}{a}\right)=-\left(\frac{A}{aE}\right)^2K_1\!\left(\frac{2p}{a}\right). \tag{7}
\]

The correction is negative: repulsion moves the orbit outward, into a weaker potential, and at this order that outweighs the \(V^2\) term of the logarithm. For \(V=A/r\) the two cancel, because \(s^2V^2\) is then constant.

The relative size of the correction is

\[
R=\frac{|\theta_2|}{\theta_1}=\frac{A}{aE}\,\frac{K_1(2p/a)}{K_1(p/a)} .
\]

For \(p\gg a\) the ratio of Bessel functions tends to \(e^{-p/a}/\sqrt2\), and comparison with (5) gives

\[
R\simeq\theta_1\sqrt{\frac{p}{\pi a}} .
\]

A small angle is thus not quite sufficient at large \(p/a\): the product on the right must be small. The reason is that a modest outward shift matters when the force changes over the short distance \(a\).

For \(p\ll a\) the Bessel ratio tends to \(1/2\), so \(R\simeq A/(2aE)\simeq\theta_1p/(2a)\). The Rutherford law has a further relative correction of \(-\theta_1^2/12\), from \(2\arctan(\theta_1/2)\), which can then be the larger one. As \(p\to0\) equation (4) diverges, whereas the true angle tends to \(\pi\) in a head-on collision; the approximation has failed before that.

## (e) Laboratory angle and recoil energy

**Question.** Convert a centre-of-mass angle \(\theta\) to the laboratory, and find the energy given to the target.

**Solution.** Let \(M=m_1+m_2\). The centre of mass moves forward at \(m_1v/M\). In its frame the projectile has speed \(m_2v/M\), before and after. Adding the velocities after the collision gives

\[
\tan\theta_{\rm lab}=\frac{m_2\sin\theta}{m_1+m_2\cos\theta} .
\]

For small angles \(\theta_{\rm lab}\simeq m_2\theta/M\). Since the target starts at rest, \(E=E_{\rm lab}m_2/M\), and the mass factors cancel:

\[
\theta_{\rm lab}\simeq\frac{A}{aE_{\rm lab}}K_1\!\left(\frac pa\right). \tag{8}
\]

The target's final velocity is \(m_1/M\) times the change of the relative velocity, reversed in sign. That change has magnitude \(2v\sin(\theta/2)\), so the recoil energy is

\[
T=\frac{m_2}{2}\left(\frac{2m_1v}{M}\sin\frac\theta2\right)^2=\frac{4m_1m_2}{M^2}\,E_{\rm lab}\sin^2\frac\theta2 .
\]

## (f) A numerical case

**Question.** Take \(m_1=11\) u, \(m_2=28\) u, \(E_{\rm lab}=5000\) eV, \(A=100\) eV nm, \(a=0.025\) nm and \(p=0.075\) nm. These are round model parameters in the regime of boron plasma doping of silicon. Find the angles and judge the approximation.

**Solution.** The relative energy is \(E=5000\times28/39=3589.7\) eV, and

\[
\frac{A}{aE}=\frac{100}{0.025\times3589.7}=1.1143 .
\]

With \(p/a=3\) and \(K_1(3)=0.04016\),

\[
\theta_1=1.1143\times0.04016=0.04475\ \text{rad}=2.56^\circ .
\]

With \(K_1(6)=0.001344\), equation (7) gives \(\theta_2=-(1.1143)^2\times0.001344=-0.00167\) rad, so \(\theta_1+\theta_2=0.04308\) rad. The exact classical integral gives 0.04315 rad. The impulse result is 3.7 percent above this exact value.

As a separate test, the equations of motion of both particles were integrated in the laboratory for the same parameters, with the projectile starting 1 nm before the target. The relative velocity turned by 0.04315 rad.

The dimensionless group \(A/(aE)\) exceeds one, yet the approximation is good. In the relative correction \(R\) of (d) this group is multiplied by \(K_1(6)/K_1(3)=0.0335\), which gives \(R=0.037\). The potential at this distance is correspondingly weak, \(V(p)/E=66.4/3589.7=0.0185\). The closest approach is 0.0757 nm, a shift of about 0.03 screening lengths from \(p\).

At fixed energy, the dependence on \(p\) is as follows (angles in rad):

| \(p\) (nm) | \(\theta_1\) | \(\theta_1+\theta_2\) | exact |
|---|---|---|---|
| 0.050 | 0.15585 | 0.14035 | 0.14184 |
| 0.075 | 0.04475 | 0.04308 | 0.04315 |
| 0.100 | 0.01391 | 0.01372 | 0.01372 |

At 0.050 nm the first-order angle is about 10 percent above the exact one, and the second term slightly overcorrects, leaving the sum about 1 percent below the exact angle.

The order of the errors was tested at \(p=0.075\) nm by going from 10 to 20 times the relative energy above. The error relative to \(\theta_1\) fell by a factor 1.996 with one term and 3.991 with two, as expected for errors proportional to \(1/E\) and \(1/E^2\). At \(p=12a\) and the original energy, the relative error was 0.956 times \(\theta_1\sqrt{p/(\pi a)}\), close to the limiting form in (d).

In the laboratory, (8) gives 0.0321 rad and the exact angle is 0.0310 rad. The recoil energy, from the exact angle, is 1.885 eV.

## (g) Comparison with an ion in silicon

**Question.** Which neglected effects matter most for these numbers?

**Solution.** The material inputs below are rough, and each effect is sized separately with the other settings held fixed.

**Thermal displacement.** A Debye model with a Debye temperature of 550 K and a target at 300 K gives an rms displacement of 0.0075 nm along one axis. If the atom is displaced by this amount towards or away from the path, \(\theta_1\) becomes 0.064 or 0.031 rad. This change of +44 or −30 percent is the largest among the effects listed under these headings. It is mainly a spread between encounters, not an error of the scattering formula, and it is large because the displacement is an appreciable fraction of \(a\). The average over thermal displacements is also shifted, to about 7 percent above \(\theta_1\) for this axis alone and about 5 percent with both axes transverse to the path, mainly because the angle rises more steeply towards the atom than it falls away from it.

**Form of the potential.** The Ziegler-Biersack-Littmark universal potential is a sum of four screened Coulomb terms. Equation (1) is linear in \(V\), so (4) applies to each. The sum is 0.0368 rad, 18 percent below \(\theta_1\). This is a difference between two model potentials, not the error of \(\theta_1\). The universal potential is an average over many atom pairs, and a density-functional (PBE) curve for an isolated B–Si pair gives about 0.040 rad, between the two, with a basis-set shift of about 2 percent in the force at 0.075 nm. Either difference exceeds the 3.7 percent error of the straight path, so here the choice of potential matters more than a better orbit. The value of \(a\) used is an effective length, not a constant of the material.

**Neighbouring atoms.** An atom on the opposite side of the path, 0.235 nm from the first, lies 0.160 nm from the path. It pushes the ion back by 0.00097 rad, or 2.2 percent of \(\theta_1\). This figure depends on the single exponential: the universal potential has a longer tail, and with it the neighbour gives 0.0027 rad, about 7 percent of that potential's own angle. Both potentials are purely repulsive, whereas the force between a boron and a silicon atom turns attractive beyond roughly 0.19 nm, so these figures indicate only that the effect is a few percent.

**Diffraction.** Confining the relative motion transversely to a width \(a\) implies an angular spread of at least \(\hbar/(2a\mu v)=5.4\times10^{-4}\) rad. This is 1.2 percent of \(\theta_1\), but a width \(a\) is too coarse to fix the angle, because \(\theta_1\) changes by more than a factor of three over that distance. At a width of \(a/10\) the minimum spread is ten times larger, 12 percent of \(\theta_1\), and \(\theta_1\) itself varies by about as much across that width. With widths taken as rms values, the two spreads combine in quadrature to about 17 percent, close to the smallest value any width allows. An angle can therefore be tied to an impact parameter only to within that margin. This is not an error of that size in the scattering itself: at these angles the classical differential cross section is far more accurate, to well within 1 percent.

**Electronic energy loss.** The Lindhard-Scharff estimate, with 50 atoms per nm³, gives 10.8 eV over one spacing of 0.235 nm. That is 0.22 percent of \(E_{\rm lab}\), negligible for one encounter though not for a whole range.

**Binding of the target.** The time \(p/v\) is \(2.5\times10^{-16}\) s, and its product with the Debye frequency is 0.018. The atom hardly moves in its lattice well during the encounter, so it may be treated as free. The recoil energy of about 1.9 eV is nevertheless well below the energy needed to displace a silicon atom permanently, which is roughly 15 eV.

In real plasma doping the ion energies range roughly from a few hundred eV to about 10 keV, so 5 keV lies within that range. The assumption of a single boron ion carrying the full energy often fails. In a boron trifluoride plasma many ions are molecular, and a boron atom arriving as part of BF₂⁺ carries 11/49 of the ion's energy. At the same \(p\), \(A\) and \(a\), and the same total ion energy, \(\theta_1\) rises by a factor 49/11, about 4.5, to 0.20 rad. The relative correction \(R\) grows by the same factor, from 3.7 to about 17 percent, and the first-order formula is then a rough estimate. Collisions in the plasma sheath lower some ion energies further. Most of the computed values are in the numerical output.

## Computed results

```
strength A = 100 eV nm
screening length a = 0.025 nm
impact parameter p = 0.075 nm, p/a = 3.00
masses m1, m2 = 11, 28 u
laboratory energy = 5000 eV
relative energy E = 3589.7 eV
A/(aE) = 1.1143 (dimensionless)
K1(p/a) = 0.04016, K1(2p/a) = 0.001344
V(p) = 66.4 eV, V(p)/E = 0.0185
theta1 = 0.04475 rad = 2.564 deg
theta2 = -0.001669 rad, theta2/theta1 = -0.0373
theta1 + theta2 = 0.04308 rad
exact classical angle = 0.04315 rad
two-particle trajectory angle = 0.04315 rad
theta1 excess over exact = 3.71 percent
closest approach = 0.07568 nm
lab angle, impulse formula = 0.03213 rad
lab angle, exact = 0.03098 rad
recoil energy, exact = 1.885 eV
table: p (nm), theta1 (rad), theta1+theta2 (rad), exact (rad)
  0.050  0.15585  0.14035  0.14184
  0.075  0.04475  0.04308  0.04315
  0.100  0.01391  0.01372  0.01372
error ratio on doubling E: one term 1.996, two terms 3.991
p = 12a: error/(theta1 sqrt(p/(pi a))) = 0.956
effects outside the model (rough material inputs):
ZBL potential, impulse angle = 0.03678 rad
ZBL angle relative to theta1 = 0.822
atom spacing = 0.235 nm
opposite neighbour's angle = 0.00097 rad
neighbour/theta1 = 2.2 percent
Debye temperature = 550 K, target at 300 K
rms displacement along one axis = 0.0075 nm
theta1 at p minus rms = 0.06433 rad
theta1 at p plus rms = 0.03133 rad
atom density = 50 per nm3
electronic loss per spacing = 10.8 eV
loss/lab energy = 0.22 percent
ion speed = 2.962e+05 m/s
reduced de Broglie wavelength = 2.72e-05 nm
diffraction spread for width a = 5.43e-04 rad
spread/theta1 = 1.2 percent
collision time p/v = 2.53e-16 s
Debye frequency times p/v = 0.0182 (dimensionless)
```
